# Dipole strengths of spin–orbit split p to d transitions

A filled core p shell is split by spin–orbit coupling into p\(_{3/2}\), with four states, and p\(_{1/2}\), with two. A photon lifts one electron into an empty d shell with levels d\(_{5/2}\) (six states) and d\(_{3/2}\) (four states). The problem is to find how the absorption strength is shared among the lines.

We use atomic units in the algebra, the dipole approximation, and one-electron states. The initial and final many-electron states are determinants that differ in one orbital, so the matrix element of the total dipole operator is, up to a sign, that of the orbital pair. The line strength is

\[
S(j\to j')=\sum_{i=x,y,z}\ \sum_{m,m'}\left|\langle d\,j'm'|r_i|p\,jm\rangle\right|^2 .
\]

All p states are taken to share one radial function \(R_p(r)\), and all d states another, \(R_d(r)\), both real and with \(\int R^2r^2dr=1\). Electron–hole interaction is neglected. Part (g) relaxes some of these assumptions.

## (a) What is the total strength from one p spin-orbital into the d shell?

**Solution.** Write \(r_i=r\,n_i\), where \(\mathbf n\) is the unit vector along \(\mathbf r\). Every matrix element then contains the same radial factor

\[
R=\int_0^\infty R_d(r)\,r\,R_p(r)\,r^2\,dr ,
\]

and \(S\) is \(R^2\) times an angular sum. The operator \(n_i\) does not act on spin, so we first treat the orbital part.

The angular p functions can be taken as \(p_k=\sqrt{3/4\pi}\;n_k\). They are orthonormal because \(\int n_kn_{k'}d\Omega=\tfrac{4\pi}{3}\delta_{kk'}\). Acting with \(n_i\) gives

\[
n_ip_k=\sqrt{\tfrac{3}{4\pi}}\left(n_in_k-\tfrac13\delta_{ik}\right)+\sqrt{\tfrac{3}{4\pi}}\;\tfrac13\delta_{ik}.
\]

The last term is constant over the sphere, hence an s function. The first is a d function: multiplied by \(r^2\) it becomes \(x_ix_k-\tfrac13r^2\delta_{ik}\), a quadratic polynomial whose Laplacian is \(2\delta_{ik}-\tfrac13\cdot6\,\delta_{ik}=0\).

Let \(P_d\) project on the five d functions. Summing over all d final states and all directions \(i\) requires

\[
\sum_i\left(n_in_k-\tfrac13\delta_{ik}\right)\left(n_in_{k'}-\tfrac13\delta_{ik'}\right)
=n_kn_{k'}-\tfrac23n_kn_{k'}+\tfrac19\delta_{kk'}
=\tfrac13n_kn_{k'}+\tfrac19\delta_{kk'},
\]

where \(\sum_in_i^2=1\) was used. Integration over the sphere gives

\[
\sum_i\langle p_k|n_iP_dn_i|p_{k'}\rangle
=\frac{3}{4\pi}\left(\frac{4\pi}{9}+\frac{4\pi}{9}\right)\delta_{kk'}
=\frac23\,\delta_{kk'} .
\]

The operator \(\sum_in_iP_dn_i\) is therefore \(\tfrac23\) times the identity in the p space, and it leaves spin alone. Its expectation value is \(\tfrac23\) in every normalized p spin-orbital, including the mixtures of orbital and spin that form the \(j\) levels. The total strength from one p spin-orbital is \(\tfrac23R^2\).

## (b) What is the ratio of the two edge strengths?

**Solution.** If the d\(_{5/2}\) and d\(_{3/2}\) levels are not resolved, each edge contains the transitions from one p level to all d states. By part (a) its strength is the number of states in the p level times \(\tfrac23R^2\):

\[
S_{3/2}=4\cdot\tfrac23R^2=\tfrac83R^2,\qquad
S_{1/2}=2\cdot\tfrac23R^2=\tfrac43R^2,\qquad
\frac{S_{3/2}}{S_{1/2}}=2 .
\]

This is the statistical branching ratio: each core electron contributes equally, and p\(_{3/2}\) holds twice as many. For a 2p shell these are the L\(_3\) and L\(_2\) edges.

## (c) How much strength does each d level receive?

**Solution.** Now fix the final state and sum over all initial p states. Any angular d function can be written \(d_Q=\sum_{ab}Q_{ab}n_an_b\) with \(Q\) symmetric and traceless; such a \(Q\) has five independent components, as many as there are d functions.

We need the integral of four components of \(\mathbf n\). It must be unchanged by rotations and symmetric in all its indices, so it has the form

\[
\int n_an_bn_in_k\,d\Omega=A\left(\delta_{ab}\delta_{ik}+\delta_{ai}\delta_{bk}+\delta_{ak}\delta_{bi}\right).
\]

Setting \(a=b\), \(i=k\) and summing gives \(4\pi=A(9+3+3)\), so \(A=4\pi/15\). The term with \(\delta_{ab}\) drops out when contracted with the traceless \(Q\), and the other two are equal. Hence

\[
\langle d_Q|d_{Q'}\rangle=\frac{8\pi}{15}\sum_{ik}Q^*_{ik}Q'_{ik},\qquad
\langle d_Q|n_i|p_k\rangle=\sqrt{\frac{3}{4\pi}}\;\frac{8\pi}{15}\,Q^*_{ik}.
\]

The first relation also shows that a nonzero \(Q\) gives a nonzero function, so these functions do span the d space. The sum over initial states and directions is

\[
\sum_{ik}\langle d_Q|n_i|p_k\rangle\langle p_k|n_i|d_{Q'}\rangle
=\frac{3}{4\pi}\left(\frac{8\pi}{15}\right)^2\sum_{ik}Q^*_{ik}Q'_{ik}
=\frac{3}{4\pi}\,\frac{8\pi}{15}\,\langle d_Q|d_{Q'}\rangle
=\frac25\,\langle d_Q|d_{Q'}\rangle .
\]

Every normalized d spin-orbital thus receives \(\tfrac25R^2\). The six d\(_{5/2}\) states receive \(\tfrac{12}{5}R^2\) and the four d\(_{3/2}\) states \(\tfrac85R^2\). Their sum, \(4R^2\), equals the sum \(\tfrac83R^2+\tfrac43R^2\) from part (b), as it must.

## (d) Show that one line is forbidden, and find the other three strengths.

**Solution.** The component \(n_z\) leaves the total magnetic quantum number \(m\) unchanged, and \(n_x\pm in_y\), which contains \(e^{\pm i\phi}\), changes it by \(\pm1\). From p\(_{1/2}\), where \(m=\pm\tfrac12\), the largest value that can be reached is \(\tfrac32\). The state d\(_{5/2}\) with \(m'=\tfrac52\) therefore receives nothing.

To extend this to the other \(m'\), let \(P_{1/2}\) project on the complete p\(_{1/2}\) level and define \(W=\sum_in_iP_{1/2}n_i\). A joint rotation of space and spin maps the level onto itself and preserves the sum over \(i\), so \(W\) commutes with the total angular momentum \(\mathbf J\). With \(J_-|m'\rangle=N|m'-1\rangle\) and \(J_+J_-|m'\rangle=N^2|m'\rangle\),

\[
\langle m'-1|W|m'-1\rangle=\frac{\langle m'|J_+WJ_-|m'\rangle}{N^2}
=\frac{\langle m'|WJ_+J_-|m'\rangle}{N^2}=\langle m'|W|m'\rangle .
\]

All six diagonal elements in d\(_{5/2}\) are equal, and the one at \(m'=\tfrac52\) is zero. Each is a sum of squared moduli, so every individual matrix element vanishes: \(S(\tfrac12\to\tfrac52)=0\).

The remaining strengths follow by subtraction. All strength into d\(_{5/2}\) comes from p\(_{3/2}\), and all strength from p\(_{1/2}\) goes to d\(_{3/2}\):

\[
S(\tfrac32\to\tfrac52)=\tfrac{12}{5}R^2,\qquad
S(\tfrac12\to\tfrac32)=\tfrac43R^2,\qquad
S(\tfrac32\to\tfrac32)=\left(\tfrac83-\tfrac{12}{5}\right)R^2=\tfrac{4}{15}R^2 .
\]

The strength into d\(_{3/2}\) is then reproduced automatically, because the totals of parts (b) and (c) both add to \(4R^2\); it confirms only the arithmetic: \(\tfrac4{15}+\tfrac43=\tfrac{24}{15}=\tfrac85\). With the common unit \(\tfrac4{15}R^2\),

\[
S(\tfrac32\to\tfrac52):S(\tfrac32\to\tfrac32):S(\tfrac12\to\tfrac32)=9:1:5 ,
\]

and the edge ratio is again \((9+1):5=2:1\).

## (e) Does the result need unpolarized light or an empty d shell?

**Solution.** For light polarized along \(z\), only \(i=z\) contributes. A rotation that carries \(z\) into \(x\) maps each complete \(j\) level onto itself, so the three directions contribute equally. Each line has one third of its strength for any linear polarization, and \(9:1:5\) is unchanged.

For the d shell, consider first a partial filling that does not depend on spin. Let \(h\) be the operator, acting on d orbitals alone, that gives the fraction of each orbital that is empty. In the p shell

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]=
\begin{cases}+\tfrac12,&j=\tfrac32\\[2pt]-1,&j=\tfrac12\end{cases}
\qquad\Rightarrow\qquad
P_{3/2}=\tfrac13\left(2+2\,\mathbf L\cdot\mathbf S\right),
\]

since the last expression equals 1 and 0 on the two levels. The strength from p\(_{3/2}\) for \(z\) polarization is \(R^2\,\mathrm{Tr}[P_{3/2}\,n_zhn_z]\). As \(n_zhn_z\) is independent of spin, the trace over spin removes the \(\mathbf L\cdot\mathbf S\) term, because each spin component has zero trace. Two thirds of the total remain for p\(_{3/2}\) and one third for p\(_{1/2}\). An empty shell is thus sufficient for 2:1 but not necessary.

The ratio does change when the vacancies are tied to \(j'\). If d\(_{5/2}\) is full and only d\(_{3/2}\) is open, the surviving lines give \(1:5\), an edge ratio of 0.2.

## (f) Evaluate the strengths for a model atom.

Take \(R_p\propto re^{-ar}\) and \(R_d\propto r^2e^{-br}\) with \(a=16\) Å\(^{-1}\) and \(b=3\) Å\(^{-1}\), a compact core orbital and a wider d orbital. The mean transition energy is 452 eV, the core spin–orbit term is \(\zeta\,\mathbf L\cdot\mathbf S\) with \(\zeta=4\) eV, and the d splitting is neglected. These are round model parameters and describe no particular element.

**Solution.** From \(\int_0^\infty r^ne^{-cr}dr=n!/c^{n+1}\), the squared normalization constants are \((2a)^5/4!\) and \((2b)^7/6!\). The radial integral is

\[
R=\sqrt{\frac{(2a)^5(2b)^7}{4!\,6!}}\;\frac{6!}{(a+b)^7}=0.01878\ \text{Å},\qquad R^2=3.527\times10^{-4}\ \text{Å}^2 .
\]

The line strengths are

\[
\begin{aligned}
S(\tfrac32\to\tfrac52)&=2.400\,R^2=8.464\times10^{-4}\ \text{Å}^2,\\
S(\tfrac32\to\tfrac32)&=0.2667\,R^2=9.405\times10^{-5}\ \text{Å}^2,\\
S(\tfrac12\to\tfrac32)&=1.333\,R^2=4.702\times10^{-4}\ \text{Å}^2 .
\end{aligned}
\]

Raising a core level lowers the energy needed to excite from it. The edges therefore lie at \(E_3=452-\tfrac12\cdot4=450\) eV for p\(_{3/2}\) and \(E_2=452+4=456\) eV for p\(_{1/2}\).

The energy-integrated absorption is proportional to the oscillator strength, which for one transition in \(z\) polarization is \(2E|\langle z\rangle|^2\) in atomic units. Summed over an edge, the squared elements give \(S/3\). With units restored,

\[
f=\frac{2m}{3\hbar^2}\,E\,S,\qquad \frac{\hbar^2}{m}=7.620\ \text{eV Å}^2 ,
\]

\[
f_{3/2}=\frac{2\cdot450\cdot2.667\cdot3.527\times10^{-4}}{3\cdot7.620}=0.0370,\qquad
f_{1/2}=\frac{2\cdot456\cdot1.333\cdot3.527\times10^{-4}}{3\cdot7.620}=0.0188 .
\]

Their ratio is \(2E_3/E_2=1.974\), which is 1.3% below 2. The value 2 belongs to the strengths \(S\); the absorption areas carry the transition energy as a further factor, which matters more when the splitting is a larger fraction of the edge energy.

## (g) How do unequal radial functions and electron–hole exchange change the ratio?

**Solution: radial functions.** Let the p\(_{1/2}\) orbital be more compact, with \(a=16.5\) Å\(^{-1}\), and keep everything else. Its radial integral falls to 0.01691 Å, and

\[
\frac{S_{3/2}}{S_{1/2}}=2\left(\frac{0.01878}{0.01691}\right)^2=2.47 .
\]

A 3% change in \(a\) raises the ratio by 23%. The sensitivity follows from \(R\propto a^{5/2}/(a+b)^7\), which gives

\[
\frac{d\ln R}{d\ln a}=\frac52-\frac{7a}{a+b}\approx-3.4
\]

at \(a=16\) Å\(^{-1}\), and the ratio depends on the square of \(R\). The change in \(a\) was chosen to display the effect, not calculated for an atom.

**Solution: exchange.** Return to equal radial functions. The excited electron and the core hole interact, and one part of this interaction couples the excitations \(p\to d\) and \(p'\to d'\) through

\[
\iint d^*(1)\,p(1)\,\frac1{r_{12}}\,p'^*(2)\,d'(2) .
\]

The dipole term of \(1/r_{12}\) is \((r_</r_>^2)\,\mathbf n_1\cdot\mathbf n_2\), where \(r_<\) and \(r_>\) are the smaller and larger of \(r_1,r_2\). Its contribution is \(G_1\sum_i|D_i\rangle\langle D_i|\). Here \(|D_i\rangle\) is the combination of excitations with amplitudes \(\langle d|n_i|p\rangle\), and \(G_1>0\) is the radial integral of \(r_</r_>^2\) with \(R_dR_p\) for each electron. We keep this term alone, to isolate its effect. The higher (octupole) exchange term acts only on excitations of total angular momentum 3 and does not touch the dipole-allowed states. The direct interaction is left out although it is not small: its quadrupole radial integral \(F^2\) is about 0.73 eV for the functions of part (f), and it also redistributes strength between the edges.

For \(z\) polarization, one third of the angular edge strengths gives

\[
|D_z\rangle=\sqrt{\tfrac89}\,|3\rangle+\sqrt{\tfrac49}\,|2\rangle ,
\]

where \(|3\rangle\) and \(|2\rangle\) are the normalized parts with a p\(_{3/2}\) and a p\(_{1/2}\) hole. By isotropy of the complete levels, \(|D_x\rangle\) and \(|D_y\rangle\) are orthogonal to both parts, so two states suffice:

\[
H=\begin{pmatrix}E_3+\tfrac89G_1&\tfrac{\sqrt{32}}9G_1\\[3pt]\tfrac{\sqrt{32}}9G_1&E_2+\tfrac49G_1\end{pmatrix}.
\]

We take \(G_1=1\) eV as an illustration. The radial functions of part (f) give only about 0.10 eV, but real 2p–3d pairs overlap more: the frozen Hartree–Fock orbitals of Ti\(^{4+}\), whose edge has a similar energy and splitting, give \(G_1\approx3\) eV and \(F^2\approx4.5\) eV. The coupling is then 0.6285 eV and the eigenvalues are 450.82 and 456.51 eV. Because the coupling is positive, the lower eigenstate has the form \(\cos\theta\,|3\rangle-\sin\theta\,|2\rangle\) and the upper one \(\sin\theta\,|3\rangle+\cos\theta\,|2\rangle\), with \(0<\theta<\pi/2\). Their strengths are

\[
\left(\sqrt{\tfrac89}\cos\theta-\tfrac23\sin\theta\right)^2=0.745,\qquad
\left(\sqrt{\tfrac89}\sin\theta+\tfrac23\cos\theta\right)^2=0.589 .
\]

The total stays at \(\tfrac43\), but the ratio drops from 2 to 1.27 (for \(G_1=0.10\) eV the same matrix gives 1.91). The two amplitudes subtract in the lower state and add in the upper one, so a coupling much smaller than the 6 eV splitting still moves a sizeable share of the strength. Diagonalization in the full set of \(6\times10=60\) excitations gives the same strengths, as tested in the numerical output.

Two limits show what controls the ratio in this model. As \(G_1/(E_2-E_3)\to0\) the mixing angle vanishes and 2:1 returns, though slowly: at \(G_1=0.10\) eV, one sixtieth of the splitting, the ratio is still 1.91. For \(G_1\gg E_2-E_3\) the state \(|D_z\rangle\) itself becomes the upper eigenstate, with exchange energy \(\tfrac43G_1\), and the lower line loses its strength. An empty d shell therefore secures the statistical ratio of the strengths in the one-electron picture with common radial functions, but an observed ratio near 2 also requires that the whole electron–hole interaction, exchange and direct, be weak compared with the core spin–orbit splitting, or that its parts offset one another. The direct term omitted above acts in the opposite direction: it splits the lower edge into two lines, and with the \(G_1\) and \(F^2\) of the functions of part (f) together the ratio is 2.06 rather than 1.91, while the Ti\(^{4+}\) values give about 0.8.

## Numbers as computed

```
Angular strengths (units of R^2), and divided by 4/15
p3/2 -> d5/2: 2.400000   9.0000
p3/2 -> d3/2: 0.266667   1.0000
p1/2 -> d3/2: 1.333333   5.0000
p1/2 -> d5/2: 0.000000   0.0000
strength from each p spin-orbital: 0.666667
strength into each d spin-orbital: 0.400000
edge strength from p3/2: 2.666667 R^2
edge strength from p1/2: 1.333333 R^2
edge strength ratio: 2.000000
ratio, random spin-independent holes: 2.000000
ratio, only d3/2 open: 0.200000
Model example
p decay constant a: 16.0 1/angstrom
d decay constant b: 3.0 1/angstrom
radial integral R: 0.018780 angstrom
R^2: 3.5268e-04 angstrom^2
S(p3/2 -> d5/2): 8.4643e-04 angstrom^2
S(p3/2 -> d3/2): 9.4048e-05 angstrom^2
S(p1/2 -> d3/2): 4.7024e-04 angstrom^2
mean transition energy: 452.0 eV
core spin-orbit constant: 4.0 eV
p3/2 edge energy: 450.0 eV
p1/2 edge energy: 456.0 eV
hbar^2/m: 7.61996 eV angstrom^2
oscillator strength, p3/2 edge: 0.03703
oscillator strength, p1/2 edge: 0.01876
oscillator strength ratio: 1.9737
Variation: contracted p1/2 orbital
p1/2 decay constant: 16.5 1/angstrom
p1/2 radial integral: 0.016910 angstrom
edge strength ratio: 2.4669
Variation: electron-hole exchange, one polarization
exchange integral G1: 1.0 eV
two-state coupling: 0.6285 eV
lower bright state: 450.819 eV
upper bright state: 456.515 eV
lower edge angular strength: 0.7447
upper edge angular strength: 0.5886
edge strength ratio: 1.2651
```
